# Does antisymmetry fix the nodes of a fermion wave function?

**Question**

I am learning fixed-node diffusion Monte Carlo. For electrons of equal spin the wave function changes sign when two of them are exchanged, so it must vanish when two of them meet. That seems to give the nodes in advance: they are the places where \(\mathbf r_i=\mathbf r_j\). For two fermions on a line I imposed the node \(x_1=x_2\) and got the exact ground-state energy. Why, then, is "fixed-node" called an approximation? If something else can happen for two fermions in a plane, what does it look like?

**Answer**

Your argument finds places where the wave function must vanish. To see whether they make up the whole node, count dimensions.

**Counting equations**

Take \(N\) fermions in the same spin state in \(d\) dimensions, with a real, continuous wave function \(\Psi\). A configuration is a point with \(dN\) coordinates. The condition \(\mathbf r_i=\mathbf r_j\) is \(d\) equations, whereas \(\Psi=0\) is one equation. Therefore

\[
\dim(\text{coincidence plane})=dN-d,\qquad
\dim(\text{node})=dN-1 .
\]

The second count holds wherever \(\nabla\Psi\neq0\) on the node; exceptional points, such as crossings of nodal sheets, can have lower dimension. On a line the two dimensions agree. For two particles in a plane, coincidences form a two-dimensional set in a four-dimensional space, while the node is three-dimensional.

Three particles in a plane give a concrete case. The determinant of the functions \(1,x,y\) is

\[
D=(x_2-x_1)(y_3-y_1)-(x_3-x_1)(y_2-y_1),
\]

which is twice the signed area of their triangle. It vanishes whenever the particles lie on one straight line, even if they are far apart.

The dimensions can also be measured. The fraction of random configurations within a small distance \(\epsilon\) of a set scales as \(\epsilon^c\), where \(c\) is the number of missing dimensions. I drew the coordinates of three particles in a plane from a Gaussian, counted configurations near the set, and halved \(\epsilon\); the base-2 logarithm of the ratio of counts estimates \(c\). The distance to the node was estimated as \(|D|/|\nabla D|\). The result was \(c=1.97\) for the plane \(\mathbf r_1=\mathbf r_2\) (\(\epsilon=0.3\) and \(0.15\), unit Gaussian) and \(c=1.00\) for the node (\(\epsilon=0.04\) and \(0.02\)). For the plane the distance is \(|\mathbf r_1-\mathbf r_2|/\sqrt2\) and the exact fraction is \(1-e^{-\epsilon^2/2}\), which gives \(c=1.98\) at these values and \(c\to2\) as \(\epsilon\to0\).

**What antisymmetry does require**

Antisymmetry does force a node of full dimension to exist. Pick a configuration \(R\) with \(\Psi(R)>0\). At the exchanged configuration \(PR\), \(\Psi(PR)=-\Psi(R)<0\). By continuity, \(\Psi\) is positive in a small ball around \(R\) and negative in an equal ball around \(PR\). Join the balls by parallel segments. Each segment contains a zero, and the segments are labelled by \(dN-1\) coordinates. The zeros therefore form a set of dimension at least \(dN-1\).

In a plane this can be seen without any collision. Put the particles at

\[
\mathbf r_1=\mathbf C+\mathbf s,\qquad \mathbf r_2=\mathbf C-\mathbf s,
\qquad \mathbf s=s(\cos\alpha,\sin\alpha),
\]

and increase \(\alpha\) by \(180^\circ\). The particles change places while their separation stays \(2s\). Since \(\Psi\) has changed sign, it vanished somewhere on the way. Antisymmetry does not say at which angle.

The word "real" matters here. With \((x,y)=\mathbf r_1-\mathbf r_2\), the complex function

\[
\Phi=(x+iy)\,e^{-(r_1^2+r_2^2)/2}
\]

is antisymmetric too. On the path above \(x+iy=2s\,e^{i\alpha}\) and \(r_1^2+r_2^2=2C^2+2s^2\), so \(|\Phi|\) is constant and only the phase turns. This function vanishes only at coincidence. Its real part vanishes at \(x=0\) and its imaginary part at \(y=0\): two different three-dimensional nodes, which intersect in the coincidence plane.

**Drawing different nodes**

Take a positive orbital \(\varphi_0(\mathbf r)\) and a second orbital \(g(\mathbf r)\varphi_0(\mathbf r)\), with \(g\) real. Their determinant is

\[
\begin{aligned}
\Psi&=g(\mathbf r_1)\varphi_0(\mathbf r_1)\varphi_0(\mathbf r_2)
-g(\mathbf r_2)\varphi_0(\mathbf r_2)\varphi_0(\mathbf r_1)\\
&=\varphi_0(\mathbf r_1)\varphi_0(\mathbf r_2)
\,[g(\mathbf r_1)-g(\mathbf r_2)] .
\end{aligned}
\]

The prefactor is positive, so the node is \(g(\mathbf r_1)=g(\mathbf r_2)\). Hold particle 2 still: particle 1 then sees the level curve of \(g\) that passes through particle 2. Functions \(g\) with different level curves give different nodes (\(g=x\) and \(g=x^3\) have the same level curves and the same node), and all of these wave functions are antisymmetric.

Here particle 2 is at \((1,0)\), marked `@`. The signs are those of \(\Psi\) as particle 1 moves over \(-2\le x_1\le2\) (left to right) and \(-2\le y_1\le2\) (bottom to top). A `0` appears where a grid point falls on the node.

```
g=x                 g=y
------------0++++   +++++++++++++++++
------------0++++   +++++++++++++++++
------------0++++   +++++++++++++++++
------------0++++   +++++++++++++++++
------------@++++   000000000000@0000
------------0++++   -----------------
------------0++++   -----------------
------------0++++   -----------------
------------0++++   -----------------
g=x+y^2/2           g=x^2+y^2
----0++++++++++++   +++++++++++++++++
--------+++++++++   +++++++++++++++++
----------0++++++   ++++++++0++++++++
------------+++++   +++++-------+++++
------------@++++   ++++0-------@++++
------------+++++   +++++-------+++++
----------0++++++   ++++++++0++++++++
--------+++++++++   +++++++++++++++++
----0++++++++++++   +++++++++++++++++
```

The curves are the vertical line \(x_1=1\), the horizontal line \(y_1=0\), the parabola \(x_1=1-y_1^2/2\) and the circle \(x_1^2+y_1^2=1\). They share the point where particle 1 meets particle 2, as antisymmetry demands. That is the only point common to all four; the horizontal line and the circle also cross at \((-1,0)\), which antisymmetry does not require.

The same freedom appears on the exchange path. For \(\mathbf C=(0.3,0.2)\), inserting \(\mathbf r_{1,2}=\mathbf C\pm\mathbf s\) in \(g(\mathbf r_1)=g(\mathbf r_2)\) gives:

- \(g=x\): \(\cos\alpha=0\), crossed at \(90^\circ\);
- \(g=y\): \(\sin\alpha=0\), crossed at \(180^\circ\);
- \(g=x+y^2/2\): \(\cos\alpha+0.2\sin\alpha=0\), crossed at \(101.3^\circ\);
- \(g=x^2+y^2\): \(\mathbf C\cdot\mathbf s=0\), crossed at \(123.7^\circ\).

These are the crossings on a half turn from \(20^\circ\) to \(200^\circ\).

**Why your calculation on a line worked**

On a line, particles cannot exchange without meeting. Consider the ordered region \(x_1<x_2<\dots<x_N\). Every antisymmetric function vanishes on its boundary, and its values in this region determine it everywhere. The fermion ground state is therefore the lowest state \(\chi\) of the region with zero boundary values.

That state has no zeros inside. Use \(\hbar=m=1\) and assume a real local potential \(V\) that is bounded near each interior point. Replacing \(\chi\) by \(|\chi|\) does not change the energy, so we may take a lowest state with \(\chi\ge0\). It obeys \(\nabla^2\chi=2(V-E)\chi\). Suppose \(\chi=0\) at an interior point, and let \(V-E\le K\) nearby, with \(K>0\). Let \(\bar\chi(\rho)\) be the average of \(\chi\) over a sphere of radius \(\rho\) around that point, and \(M\) the largest value of \(\bar\chi\) up to radius \(\rho_0\). Integrating \(\nabla^2\chi\le2K\chi\) over a ball in \(N\) dimensions gives

\[
\rho^{N-1}\bar\chi'(\rho)\le2K\int_0^\rho t^{N-1}\bar\chi(t)\,dt
\le\frac{2KM\rho^N}{N}.
\]

Divide by \(\rho^{N-1}\) and integrate from \(\bar\chi(0)=0\): \(\bar\chi(\rho)\le KM\rho^2/N\), hence \(M\le KM\rho_0^2/N\). For \(\rho_0^2<N/K\) this requires \(M=0\). Then \(\chi\) vanishes throughout a ball and, repeating the argument from ball to ball, throughout the region. That is impossible for a state, so \(\chi>0\) inside.

Thus the coincidence planes are the whole node of the ground state on an open line, with or without a regular interaction. The open line matters. On a periodic ring two particles can change places by going round without meeting. For two free fermions on a ring of length \(2\pi\) the ground energy is \(0+\tfrac12\), and the real ground state \(\cos x_1-\cos x_2\) also vanishes at \(x_1=-x_2\). Imposing only \(x_1=x_2\) gives \(|\sin\tfrac12(x_1-x_2)|\) with energy \(\tfrac14\), which is not a periodic fermion state. Excited states are different. In a harmonic well, one quantum of centre-of-mass motion multiplies the ground state by \(x_1+x_2\), which adds a node where no particles meet. I diagonalized two fermions in such a well of unit frequency, with repulsion \(1/\sqrt{(x_1-x_2)^2+0.25}\), on a \(36\times36\) grid. The antisymmetric ground state had two regions of constant sign; the next antisymmetric state had four.

**What chooses the node in a plane**

The Hamiltonian and the chosen state do. Put two noninteracting fermions in a trap with frequencies \(\omega_x<\omega_y\). With \(\mathbf C=(X,Y)\) the centre of mass and \(\mathbf r=\mathbf r_1-\mathbf r_2\), the gradients are \(\nabla_{1,2}=\tfrac12\nabla_C\pm\nabla_r\), so the cross terms cancel:

\[
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_C^2-\nabla_r^2 .
\]

Likewise \(x_1^2+x_2^2=2X^2+x^2/2\). The relative Hamiltonian is therefore

\[
H_r=-\nabla_r^2+\tfrac14(\omega_x^2x^2+\omega_y^2y^2),
\]

and the centre of mass is a separate oscillator with the same frequencies and ground energy \((\omega_x+\omega_y)/2\).

Exchange sends \(\mathbf r\) to \(-\mathbf r\) and leaves \(\mathbf C\) alone, so the relative function must be odd. The cheapest choice is one quantum along \(x\):

\[
E_0=\tfrac12(\omega_x+\omega_y)+\tfrac32\omega_x+\tfrac12\omega_y
=2\omega_x+\omega_y,
\]

with node \(x_1=x_2\). One quantum along \(y\) gives node \(y_1=y_2\) and energy \(\omega_x+2\omega_y\). If instead \(\omega_y<\omega_x\), the roles are reversed: the antisymmetry is the same, but the ground-state node is different. At equal frequencies the two states are degenerate, and any combination \(x\cos\theta+y\sin\theta\) gives a ground state with its own node.

**The price of a wrong node**

Let \(\omega_x=1\) and \(\omega_y=1.5\), with energies in \(\hbar\omega_x\). Then \(E_0=2+1.5=3.5\), and the state with node \(y_1=y_2\) has energy \(1+3=4\). Now impose the tilted node \(u=0\), where

\[
u=x\cos\theta+y\sin\theta,\qquad v=-x\sin\theta+y\cos\theta .
\]

The fixed-node energy \(E_{\rm FN}\) is the lowest energy of functions on the side \(u>0\) that vanish at \(u=0\). Exchange maps this side onto the other, so setting \(\psi(-\mathbf r)=-\psi(\mathbf r)\) extends the solution to an antisymmetric function with the same average energy. By the variational principle, \(E_{\rm FN}\ge E_0\). Equality requires the extension to be the ground state, which here means \(\theta=0\).

An upper bound comes from the trial function

\[
\psi_T=(x\cos\theta+y\sin\theta)\,e^{-(\omega_xx^2+\omega_yy^2)/4}.
\]

It is a sum of two orthogonal eigenfunctions with total energies \(E_0\) and \(E_0+\omega_y-\omega_x\). Under the squared Gaussian \(\langle x^2\rangle=1/\omega_x\) and \(\langle y^2\rangle=1/\omega_y\), so

\[
E_T=E_0+(\omega_y-\omega_x)
\frac{\sin^2\theta/\omega_y}{\cos^2\theta/\omega_x+\sin^2\theta/\omega_y}.
\]

At \(45^\circ\) the fraction is \((1/1.5)/(1+1/1.5)=0.4\), and \(E_T=3.5+0.5\times0.4=3.7\).

To get \(E_{\rm FN}\) itself, substitute \(x=u\cos\theta-v\sin\theta\) and \(y=u\sin\theta+v\cos\theta\) in the potential:

\[
\tfrac14(\omega_x^2x^2+\omega_y^2y^2)
=\tfrac14\omega_u^2u^2+\tfrac14\omega_v^2v^2+\gamma uv,
\]

\[
\begin{aligned}
\omega_u^2&=\omega_x^2\cos^2\theta+\omega_y^2\sin^2\theta,\\
\omega_v^2&=\omega_x^2\sin^2\theta+\omega_y^2\cos^2\theta,\\
\gamma&=\tfrac12\sin\theta\cos\theta\,(\omega_y^2-\omega_x^2).
\end{aligned}
\]

I diagonalized this problem on the half plane, using products of 18 odd oscillator functions of \(u\) and 18 oscillator functions of \(v\).

| \(\theta\) | \(E_{\rm FN}\) | \(E_T\) |
|---:|---:|---:|
| 0° | 3.500 | 3.500 |
| 15° | 3.518 | 3.523 |
| 30° | 3.572 | 3.591 |
| 45° | 3.668 | 3.700 |
| 60° | 3.800 | 3.833 |
| 75° | 3.937 | 3.951 |
| 90° | 4.000 | 4.000 |

For small tilt, \(E_T-E_0\approx(\omega_y-\omega_x)(\omega_x/\omega_y)\theta^2\). Since \(E_{\rm FN}\) lies between \(E_0\) and \(E_T\), its error is at most of second order in the tilt. A slightly wrong node is cheap in this model. At \(90^\circ\) the imposed node belongs to an excited eigenstate, and the method returns that state's energy.

At \(45^\circ\) the fixed-node solution is not an eigenstate of \(H_r\). With the centre of mass in its ground state, the lowest odd levels are at 3.5 and 4.0, and 3.668 is neither. The function solves the Schrödinger equation on each side, so the failure must sit on the node: its slopes from the two sides do not match everywhere, and it has a kink.

**What diffusion Monte Carlo can and cannot repair**

Diffusion Monte Carlo follows \(\partial_t\psi=-(H_r-E_{\rm ref})\psi\) in imaginary time, where \(E_{\rm ref}\) is an adjustable energy offset. With a guiding function \(\psi_G\), the walkers represent \(f=\psi_G\psi\). From

\[
\begin{aligned}
\psi_G\nabla^2\psi-\psi\nabla^2\psi_G
&=\nabla\cdot(\psi_G\nabla\psi-\psi\nabla\psi_G)\\
&=\nabla^2f-\nabla\cdot(2f\,\nabla\ln\psi_G)
\end{aligned}
\]

and the local energy \(E_L=(H_r\psi_G)/\psi_G\), one obtains

\[
\partial_tf=\nabla^2f-\nabla\cdot(2f\,\nabla\ln\psi_G)-(E_L-E_{\rm ref})f .
\]

The terms are diffusion, drift and branching. Walkers stay on one side of the node of \(\psi_G\), so \(\psi\) relaxes to the lowest state on that side. The average of \(E_L\) over \(f\) then becomes the fixed-node energy, because \(H_r\) can be moved from \(\psi_G\) to \(\psi\) when both vanish on the node.

The function \(\psi_T\) above is an awkward guide: its local energy contains \((\omega_y-\omega_x)\,y\sin\theta/u\), which diverges at the node. I used another function with the same node,

\[
\psi_G=u\,e^{-(\omega_uu^2+\omega_vv^2)/4}.
\]

It is an eigenfunction of the two oscillators without the coupling \(\gamma uv\). Including the centre of mass, its local energy is the smooth function

\[
E_L=\tfrac12(\omega_x+\omega_y)+\tfrac32\omega_u+\tfrac12\omega_v+\gamma uv .
\]

The last term averages to zero over \(\psi_G^2\), by the symmetry \(v\to-v\). At \(45^\circ\), \(\omega_u=\omega_v=\sqrt{1.625}\), so the starting average is \(1.25+2\sqrt{1.625}=3.7995\).

A run with 2000 walkers, time step 0.01 in units of \(1/\omega_x\), and 8000 steps, the first 800 discarded, gave \(3.666\pm0.003\). The uncertainty is statistical only; the biases from the finite time step and the finite number of walkers were not extrapolated away. The half-plane diagonalization gave 3.668. The guiding function started about 0.30 above the true ground energy. Diffusion lowered the energy by about 0.13 and stopped about 0.17 above the true ground energy, an error of 4.8 percent of \(E_0\). More walkers or a longer run would shrink the \(\pm0.003\), not the 0.17.

To lower that remaining error you must move the node. Multiplying \(\psi_G\) by a positive symmetric correlation factor will not do it, since the product vanishes in the same places. This holds for a local potential, as here. If a nonlocal pseudopotential \(V_{\rm NL}\) is replaced by the local function \((V_{\rm NL}\psi_G)/\psi_G\), the factor changes that function, and the energy can change even though the node does not. Changing the orbitals can: here, turning the tilt back to zero recovers 3.5. Your calculation on a line needed no such search, because there the ground-state node really was known in advance.
